# Normal electric field across a narrow air slot in silicon

**Question**

I am working on an exercise about a photonic-crystal cavity with a narrow air slot cut through the silicon, where the cavity field points across the slot. The silicon has refractive index 3.48. I am asked for the factor by which the normal electric field is larger in the air than in the silicon, starting from continuity of the displacement field.

My first attempt was to demand equal electric energy density on both sides. Since that density goes as $n^2E^2$, I got a factor $n=3.48$, but I never used displacement continuity, so I don't trust it. What is the correct factor, and why? And once I have it, may I take the field of the cavity without a slot, multiply by this factor, and call the result the field in the slot? How narrow must the slot be for that?

**Answer**

Your distrust is justified: no law makes the energy density continuous at a wall. What is continuous is the normal component of $\mathbf D$, and that fixes the factor. Your last question concerns a different ratio, so I treat it separately.

**The ratio at the wall**

Let $x$ be the direction normal to the slot. Assume that the silicon is linear, isotropic and lossless, with relative permittivity $\varepsilon=n^2$ at the optical frequency (it is non-magnetic), that the air has $\varepsilon=1$, and that the wall is flat and carries no free charge.

Place a flat pillbox across the wall, with faces of area $A$ parallel to it, one in the silicon and one in the air. Gauss's law says that the flux of $\mathbf D$ out of the box equals the free charge inside, which is zero. Let the height of the box shrink to zero. The flux through its sides vanishes, because $\mathbf D$ is finite and the side area goes to zero. The two faces remain, with opposite outward normals:

$$
D_{\rm slot}A-D_{\rm Si}A=0
\quad\Longrightarrow\quad
D_{\rm slot}=D_{\rm Si}.
$$

Now insert $D=\varepsilon_0\varepsilon E$ on each side:

$$
\varepsilon_0E_{\rm slot}=\varepsilon_0n^2E_{\rm Si}
\quad\Longrightarrow\quad
\frac{E_{\rm slot}}{E_{\rm Si}}=n^2=3.48^2=12.11 .
$$

So the normal field is about 12.1 times larger on the air side. Gauss's law holds at every instant, and a real $\varepsilon$ adds no phase shift, so the static-looking argument is valid for the optical field.

The extra field comes from bound charge. The normal field polarizes the silicon, and the polarization ends at the wall. The charge per area has magnitude

$$
\sigma_b=\varepsilon_0(E_{\rm slot}-E_{\rm Si})
=\varepsilon_0(n^2-1)E_{\rm Si},
$$

which is the normal polarization of the silicon. The two walls of the slot carry opposite charges, like the plates of a capacitor, and their field in the gap adds to the field already there.

For numbers, choose a normal field amplitude of 1.00 MV/m in the silicon next to the wall. The slot field is $12.11\times1.00=12.11$ MV/m. The common displacement is $D=107.23\ \mu{\rm C/m^2}$, and since $\varepsilon_0E_{\rm Si}=D/n^2$, the bound charge is

$$
\sigma_b=D\left(1-\frac1{n^2}\right)
=107.23\left(1-\frac1{12.11}\right)
=98.4\ \mu{\rm C/m^2}.
$$

If dispersion is neglected, the electric energy density due to the normal field is $\tfrac12DE$. With $D$ common to both sides, it jumps by the same factor as $E$, from 53.6 to 649 J/m³ at the peak of the cycle. This is where your first attempt went wrong. (In real, dispersive silicon the cycle-averaged energy carries $d(\omega\varepsilon)/d\omega\approx12.9$ near 1550 nm in place of $\varepsilon$, so the energy jump is nearer 11.3; the field ratio stays $n^2$.) The intensity measure $|E|^2$ rises by $n^4\approx147$, so check which quantity a quoted "enhancement" refers to.

The direction of the field matters. Faraday's law, applied to a thin loop across the wall, makes the tangential component of $\mathbf E$ continuous, so that component gains nothing. If the field in the silicon makes an angle $\theta$ with the normal, and both components oscillate in phase, the total field in the air is

$$
E_{\rm slot}=E_{\rm Si}\sqrt{n^4\cos^2\theta+\sin^2\theta},
$$

which falls from $n^2E_{\rm Si}$ at $\theta=0$ to $E_{\rm Si}$ at $\theta=90^\circ$. If the slot is filled with a medium of index $n_f$, the same displacement argument gives $n^2/n_f^2$ for the normal component.

**A cavity in which to test "narrow"**

The ratio above compares two points on either side of one wall, with the slot present. You want to compare the slot field with the field of the cavity before the slot was cut. Cutting the slot changes the mode, so $D$ at that place need not keep its old value.

A simple model shows the size of the effect. Take a silicon slab of outer thickness 400 nm in air, between ideal metal mirrors at $z=0$ and $z=L=300$ nm. The mirrors stand in for the photonic-crystal mirrors. A slot of width $w$, centred at $x=0$, replaces silicon in the middle of the slab. Nothing depends on $y$, and the index is held at 3.48 at all wavelengths. The real index runs from about 3.47 to 3.51 over the wavelengths met below, and including this dispersion shifts the gains by up to about 2%.

With time factor $e^{-i\omega t}$, write

$$
E_x=X(x)\sin\beta z,\quad
E_z=Z(x)\cos\beta z,\quad
H_y=-iH(x)\cos\beta z .
$$

The tangential field $E_x$ must vanish on both mirrors, so $\beta$ is a multiple of $\pi/L$. With $\beta=0$ there is no field across the slot, so the lowest order of use here has $\beta=\pi/L=0.01047\ {\rm nm^{-1}}$. The $y$ component of $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ and the $x$ and $z$ components of $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E$ give

$$
\beta X-Z'=\omega\mu_0H,\qquad
\beta H=\omega\varepsilon_0\varepsilon X,\qquad
H'=\omega\varepsilon_0\varepsilon Z .
$$

The second relation says that the amplitude of $D_x$ is $\beta H/\omega$. Solve the last two for $X$ and $Z$ and insert them in the first, within a region of uniform $\varepsilon$:

$$
\frac{\beta^2H-H''}{\omega\varepsilon_0\varepsilon}=\omega\mu_0H
\quad\Longrightarrow\quad
H''=(\beta^2-\varepsilon k_0^2)H,
$$

where $k_0=\omega/c$ and $\varepsilon_0\mu_0=1/c^2$. For the bound mode $k_0<\beta$, so in air $H''=\gamma^2H$ with $\gamma^2=\beta^2-k_0^2$. In the silicon of this mode $H''=-\kappa^2H$ with $\kappa^2=n^2k_0^2-\beta^2$.

**First condition: a uniform field inside the slot**

The lowest mode of this polarization is symmetric about $x=0$, so in the slot $H$, and with it $X$, varies as $\cosh\gamma x$. Hence

$$
\frac{E_x(\text{wall})}{E_x(\text{centre})}=\cosh\frac{\gamma w}{2}
\approx1+\frac{(\gamma w)^2}{8}
\quad(\gamma w\ll1).
$$

This condition is mild. For a 50 nm slot, $\gamma=0.00916\ {\rm nm^{-1}}$, and the field at the wall is only 2.6% above that at the centre.

**Second condition: an undisturbed mode**

Continuity of $E_z$ at the wall makes $H'/\varepsilon$ continuous, by the third relation above. Tangential $H$ is continuous too. On the air side of the wall at $x=w/2$, $H'/H=\gamma\tanh(\gamma w/2)$. On the silicon side the slope is $n^2$ times larger:

$$
s\equiv\left.\frac{H'}{H}\right|_{\rm Si}
=n^2\gamma\tanh\frac{\gamma w}{2}
\approx\frac{n^2\gamma^2w}{2}
\quad(\gamma w\ll1).
$$

Without a slot, symmetry requires $H'=0$ at the centre. The slot replaces this by the slope $s$, so $H$ now rises as one moves from the slot into the silicon. At distance $\xi$ from the wall,

$$
H(\xi)=H_{\rm wall}\left[\cos\kappa\xi+\frac{s}{\kappa}\sin\kappa\xi\right].
$$

The bracket has amplitude $\sqrt{1+(s/\kappa)^2}$. The mode can be little disturbed only if $s\ll\kappa$, which for $\gamma w\ll1$ means

$$
w\ll\frac{2\kappa}{n^2\gamma^2}.
$$

The unslotted cavity resonates at a vacuum wavelength of 1695 nm, so $k_0=2\pi/1695=0.00371\ {\rm nm^{-1}}$. This gives $\kappa\approx0.0075$ and $\gamma\approx0.0098\ {\rm nm^{-1}}$, and the right-hand side is about 13 nm. By comparison, $1/\gamma$ is about 100 nm. This bound is necessary but not sufficient: the slot also removes a phase $\kappa w/2$ of silicon, so $\kappa w\ll1$ is needed as well. Here $1/\kappa\approx130$ nm and the 13 nm bound is the stricter one. With mirrors far apart the order reverses: for $L=2000$ nm the bound exceeds the slab thickness, yet a 50 nm slot loses about a fifth of the gain. A slot can therefore have a nearly uniform field inside it and still disturb the cavity strongly.

As $w\to0$, the slope $s$ vanishes and the old condition $H'=0$ returns. The frequency and the profile of $H$ go back to those of the unslotted cavity. The electric energy in the slot also vanishes, since its density stays finite while its volume goes to zero. At equal stored energy $D$ then returns to its old value, and the gain over the unslotted cavity tends to $n^2$.

**What finite slots do**

Define the gain $G$ as the amplitude of $E_x$ at the slot centre divided by its amplitude at the same place in $x$ and $z$ in the unslotted cavity, with equal stored energy. A numerical solution of the vector field equations gives:

| Slot width (nm) | Gain $G$ | Vacuum wavelength (nm) |
|---:|---:|---:|
| 0.1 | 12.06 | 1692 |
| 1 | 11.61 | 1666 |
| 5 | 9.98 | 1577 |
| 20 | 6.62 | 1395 |
| 50 | 4.09 | 1236 |

The sub-nanometre width only probes the mathematical limit; a bulk permittivity has no clear meaning for a gap of atomic size. Linear extrapolation from 0.1 and 0.2 nm to zero width gives 12.11, in agreement with $n^2$.

In this calculation $E_x$ was free to jump between cells, and continuity of $D$ was not imposed. The ratio across the wall nevertheless came out as 12.10 to 12.11 for every width. The test allowed a relative deviation of 0.3% from $n^2$ for the error of the mesh. So the wall ratio survives in wide slots, while the gain over the old cavity does not.

The reason can be read from the equations. In the slot $E=D/\varepsilon_0$, and at the same place in the unslotted cavity $E=D/(\varepsilon_0n^2)$. Hence $G=n^2D_w/D_0$, where the subscripts $w$ and $0$ mean with and without the slot. Both cavities have the same $\beta$, so $D=\beta H/\omega$ gives

$$
G=n^2\,\frac{\omega_0}{\omega_w}\,\frac{H_w(0)}{H_0(0)}
=n^2\,\frac{\lambda_w}{\lambda_0}\,\frac{H_w(0)}{H_0(0)} .
$$

Equal stored energy also means equal magnetic energy. To see this, use Faraday's law and integrate by parts; the surface terms vanish at the metal mirrors and far from the slab:

$$
\int\mu_0|\mathbf H|^2dV
=\frac{1}{\mu_0\omega^2}\int\mathbf E^*\!\cdot\nabla\times\nabla\times\mathbf E\,dV
=\int\varepsilon_0\varepsilon|\mathbf E|^2dV .
$$

The last step uses $\nabla\times\nabla\times\mathbf E=\mu_0\varepsilon_0\varepsilon\omega^2\mathbf E$. The two profiles $H_w(x)$ and $H_0(x)$ are thus compared at equal $\int H^2dx$.

For the 20 nm slot, $G/n^2=6.62/12.11=0.547$. This splits into three factors:

- The shorter resonance wavelength contributes $1395/1695=0.823$.
- The dip of $H$ at the slot contributes about 0.73. Here $s=0.0108$ and $\kappa=0.01166\ {\rm nm^{-1}}$, so $s/\kappa=0.93$ and $1/\sqrt{1+0.93^2}=0.73$. The further fall from wall to centre is below 1%. The peak of $H$ lies at $\xi=\arctan(s/\kappa)/\kappa\approx64$ nm, inside the 190 nm of silicon on each side, so this factor does compare the slot with the peak.
- The remaining factor, $0.547/(0.823\times0.73)=0.91$, is the lower peak of $H$ at equal magnetic energy, since the profile has changed shape.

For very thin slots the dip factor is $1-s^2/(2\kappa^2)$ to leading order, hence quadratic in $w$. The first, linear loss of gain therefore comes from the wavelength and the redistribution of the mode, not from the local dip.

**What you may use**

For the exercise as set, the answer is $E_{\rm slot}/E_{\rm Si}=n^2\approx12.1$, with both fields taken at the wall. You may multiply the old cavity field by this number only in the narrow-slot limit. In this model, a 1 nm slot falls about 4% short of $n^2$ and a 20 nm slot about 45% short. Those percentages belong to this slab and these mirrors; for another cavity the mode must be solved again with the slot in place.

The wall ratio has its own limits. It needs a local permittivity and a wall that is flat on the scale of the pillbox, so it should not be applied at a sharp corner. With absorption, $\varepsilon$ becomes complex: the amplitude ratio is then $|\varepsilon|$, and the two fields are no longer in phase. The values computed for $n=3.48$ and $L=300$ nm are listed in the numerical output below.

## Numbers as computed

```
silicon index n = 3.48
field ratio n^2 = 12.1104
ratio of |E|^2, n^4 = 146.66
chosen normal field in silicon = 1.00 MV/m
normal field in slot = 12.11 MV/m
common normal D = 107.23 microC/m^2
bound wall charge, magnitude = 98.37 microC/m^2
peak electric energy density, silicon = 53.61 J/m^3
peak electric energy density, slot = 649.29 J/m^3
slab outer thickness = 400 nm
mirror distance = 300 nm
beta = 0.01047 1/nm
unslotted vacuum wavelength (dispersion) = 1695 nm
unslotted vacuum wavelength (elements) = 1695 nm
slot 0.1 nm: wall ratio = 12.11, gain over unslotted = 12.06, wavelength = 1692 nm
slot 0.2 nm: wall ratio = 12.11, gain over unslotted = 12.01, wavelength = 1689 nm
slot 1.0 nm: wall ratio = 12.11, gain over unslotted = 11.61, wavelength = 1666 nm
slot 5.0 nm: wall ratio = 12.11, gain over unslotted = 9.98, wavelength = 1577 nm
slot 20.0 nm: wall ratio = 12.10, gain over unslotted = 6.62, wavelength = 1395 nm
slot 50.0 nm: wall ratio = 12.10, gain over unslotted = 4.09, wavelength = 1236 nm
gain extrapolated to zero width = 12.11
50 nm slot: gamma = 0.00916 1/nm
50 nm slot: wall/centre field, elements = 1.0260
50 nm slot: wall/centre field, cosh = 1.0263
20 nm slot: gamma = 0.00945 1/nm
20 nm slot: kappa in silicon = 0.01166 1/nm
20 nm slot: log slope of D, elements = 0.01080 1/nm
20 nm slot: log slope of D, formula = 0.01079 1/nm
```
